# Grove growth law: transport and surface reaction in series: test program

```python
"""Grove growth law for chemical vapour deposition.

Result under test: G = (C_g/N) / (1/h + 1/k), with h = D/delta.
G       growth rate of the solid film
C_g     precursor concentration at the outer edge of the stagnant gas film
N       number of film atoms per unit volume (one per consumed molecule)
D       diffusivity of the precursor; delta is the gas-film thickness
k       first-order surface rate coefficient; h is the transport coefficient
Lengths are in cm, times in s, energies in eV, temperatures in K.
The reference side is a discretized gas film that uses only conservation,
Fick's law and first-order consumption at the surface.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq

KB_EV = constants.k / constants.e
PRESSURE = constants.atm
MOLE_FRACTION = 1.0e-3
DELTA = 1.0
D_REF, T_REF, D_POWER = 5.0, 1000.0, 1.75
K_PREFACTOR, E_SURFACE = 1.0e7, 1.6
N_SOLID = 5.0e22


def surface_rate(T):
    return K_PREFACTOR * np.exp(-E_SURFACE / (KB_EV * T))


def diffusivity(T):
    return D_REF * (T / T_REF) ** D_POWER


def bulk_concentration(T):
    return MOLE_FRACTION * PRESSURE / (constants.k * T) * 1e-6


def grove_rate(T, delta=DELTA):
    resistance = delta / diffusivity(T) + 1 / surface_rate(T)
    return bulk_concentration(T) / N_SOLID / resistance


def film_matrix(k, D, delta, cells=200):
    """Return A, b of dc/dt = A c + b, with c = C/C_g and c = 1 outside.

    Node 0 lies on the surface and owns half a cell.
    """
    dx = delta / cells
    A = np.zeros((cells, cells))
    A[0, 0] = -(D / dx + k) / (dx / 2)
    A[0, 1] = (D / dx) / (dx / 2)
    for i in range(1, cells):
        A[i, i - 1] = D / dx**2
        A[i, i] = -2 * D / dx**2
        if i + 1 < cells:
            A[i, i + 1] = D / dx**2
    b = np.zeros(cells)
    b[-1] = D / dx**2
    return A, b


def film_profile(T, delta=DELTA):
    A, b = film_matrix(surface_rate(T), diffusivity(T), delta)
    return np.linalg.solve(A, -b)


def film_growth(T, delta=DELTA):
    surface_conc = film_profile(T, delta)[0] * bulk_concentration(T)
    return surface_rate(T) * surface_conc / N_SOLID


def flux_with_net_flow(k, h, y_bulk, nu):
    """Flux divided by total gas concentration, including net molar flow."""
    a = 1 - nu

    def mismatch(u):
        sol = solve_ivp(lambda x, y: (u / h) * (1 - a * y), (0, 1),
                        [u / k], rtol=1e-11, atol=1e-14)
        return sol.y[0, -1] - y_bulk

    return brentq(mismatch, 0.0, k * y_bulk, xtol=1e-15, rtol=1e-12)


# Growth law, limits, sensitivities and apparent activation energy
temperatures = (1000.0, 1200.0, 1600.0)
rows = []
for T in temperatures:
    k, h = surface_rate(T), diffusivity(T) / DELTA
    share_k, share_h = h / (h + k), k / (h + k)
    profile = film_profile(T)
    G_film = film_growth(T)
    assert abs(G_film / grove_rate(T) - 1) < 1e-7
    assert abs(profile[0] / share_k - 1) < 1e-7
    flux_in = diffusivity(T) * (1 - profile[-1]) / (DELTA / len(profile))
    assert abs(flux_in / (k * profile[0]) - 1) < 1e-7

    reaction_limit = k * bulk_concentration(T) / N_SOLID
    transport_limit = h * bulk_concentration(T) / N_SOLID
    smaller = min(reaction_limit, transport_limit)
    assert 0.5 * smaller < G_film < smaller

    thicker_ratio = film_growth(T, 1.1 * DELTA) / G_film
    assert abs(thicker_ratio - 1 / (1 + 0.1 * share_h)) < 1e-7

    dT = 0.5
    slope = np.log(film_growth(T + dT) / film_growth(T - dT)) / (2 * dT)
    E_app = KB_EV * T**2 * slope
    E_formula = (share_k * E_SURFACE + share_h * D_POWER * KB_EV * T
                 - KB_EV * T)
    assert abs(E_app - E_formula) < 1e-4
    rows.append((T, k, h, share_k, G_film, reaction_limit,
                 transport_limit, thicker_ratio, E_app))

# Temperature at which both resistances are equal
T_cross = brentq(lambda T: surface_rate(T) - diffusivity(T) / DELTA,
                 1000.0, 1600.0)
cross_fraction = film_profile(T_cross)[0]
assert abs(cross_fraction - 0.5) < 1e-7

# Growth rates at two film thicknesses give back k and D
T0 = 1200.0
k0, D0 = surface_rate(T0), diffusivity(T0)
h0, C0 = D0 / DELTA, bulk_concentration(T0)
thin, thick = 0.5, 2.0
R_thin = C0 / N_SOLID / film_growth(T0, thin)
R_thick = C0 / N_SOLID / film_growth(T0, thick)
D_found = (thick - thin) / (R_thick - R_thin)
k_found = 1 / (R_thin - thin / D_found)
assert abs(D_found / D0 - 1) < 1e-6 and abs(k_found / k0 - 1) < 1e-6

# Approach to the steady state from a film that starts empty
A, b = film_matrix(k0, D0, DELTA)
steady = np.linalg.solve(A, -b)
tau_film = -1 / np.max(np.linalg.eigvals(A).real)
mu = brentq(lambda m: m * np.cos(m) + k0 / h0 * np.sin(m),
            np.pi / 2, np.pi)
tau_formula = DELTA**2 / (D0 * mu**2)
tau_bound = 4 * DELTA**2 / (np.pi**2 * D0)
assert abs(tau_film / tau_formula - 1) < 1e-4
assert tau_film < tau_bound
late = steady - expm(A * 10 * tau_film) @ steady
late_deficit = 1 - late[0] / steady[0]
assert 0 < late_deficit < 1e-4

# Net molar flow: size of the error of the dilute law
dilute_errors = {}
for nu in (0, 3):
    for y in (MOLE_FRACTION, 0.1):
        u = flux_with_net_flow(k0, h0, y, nu)
        dilute_errors[nu, y] = u / (y / (1 / h0 + 1 / k0)) - 1
    y_s = MOLE_FRACTION * h0 / (h0 + k0)
    first_order = (k0 / (h0 + k0)) * (1 - nu) * (MOLE_FRACTION + y_s) / 2
    assert abs(dilute_errors[nu, MOLE_FRACTION] / first_order - 1) < 0.01

G0 = film_growth(T0)
print(f"Pressure: {PRESSURE:.0f} Pa")
print(f"Precursor mole fraction: {MOLE_FRACTION:.3f}")
print(f"Gas-film thickness: {DELTA:.1f} cm")
print(f"D at {T_REF:.0f} K: {D_REF:.1f} cm^2/s; power of T: {D_POWER}")
print(f"k prefactor: {K_PREFACTOR:.1e} cm/s; E: {E_SURFACE:.2f} eV")
print(f"Film atom density: {N_SOLID:.1e} cm^-3")
print(f"Worked case at {T0:.0f} K")
print(f"  k_B T: {KB_EV * T0:.4f} eV")
print(f"  D: {D0:.3f} cm^2/s")
print(f"  h: {h0:.3f} cm/s; k: {k0:.3f} cm/s")
print(f"  1/h: {1 / h0:.4f} s/cm; 1/k: {1 / k0:.4f} s/cm")
print(f"  total resistance: {1 / h0 + 1 / k0:.4f} s/cm")
print(f"  C_g: {C0:.3e} cm^-3; C_s: {steady[0] * C0:.3e} cm^-3")
print(f"  flux: {G0 * N_SOLID:.3e} cm^-2 s^-1")
print(f"  growth rate: {G0 * 1e7:.3f} nm/s = {G0 * 6e5:.4f} um/min")
for T, k, h, s, G, Gr, Gt, ratio, Ea in rows:
    print(f"At {T:.0f} K: k {k:.4f} cm/s, h {h:.3f} cm/s")
    print(f"  C_s/C_g = reaction share: {s:.4f}")
    print(f"  growth rate: {G * 1e7:.4f} nm/s")
    print(f"  limits: reaction {Gr * 1e7:.4f}, "
          f"transport {Gt * 1e7:.4f} nm/s")
    print(f"  G change, delta +10%: {100 * (ratio - 1):.2f} %")
    print(f"  k_B T: {KB_EV * T:.4f} eV; E_app: {Ea:.3f} eV")
print(f"Equal resistances at: {T_cross:.1f} K")
print(f"  k = h: {surface_rate(T_cross):.3f} cm/s")
print(f"  C_s/C_g: {cross_fraction:.4f}")
print(f"  growth rate: {film_growth(T_cross) * 1e7:.3f} nm/s")
print(f"Two-thickness test at {T0:.0f} K: {thin} and {thick} cm")
print(f"  growth rates: {film_growth(T0, thin) * 1e7:.4f}, "
      f"{film_growth(T0, thick) * 1e7:.4f} nm/s")
print(f"  recovered k: {k_found:.3f} cm/s; D: {D_found:.3f} cm^2/s")
print(f"Transient at {T0:.0f} K: mu {mu:.4f}, tau {tau_film:.4f} s")
print(f"  upper bound of tau: {tau_bound:.4f} s")
print(f"  flux deficit after 10 tau: {late_deficit:.1e}")
print(f"  thickness grown in tau: {G0 * tau_film * 1e7:.3f} nm")
print(f"  G/h: {G0 / h0:.1e}")
for (nu, y), error in dilute_errors.items():
    print(f"Flux change, nu={nu}, y={y:.3f}: {100 * error:.3f} %")
print("checks complete")
```

It prints:

```
Pressure: 101325 Pa
Precursor mole fraction: 0.001
Gas-film thickness: 1.0 cm
D at 1000 K: 5.0 cm^2/s; power of T: 1.75
k prefactor: 1.0e+07 cm/s; E: 1.60 eV
Film atom density: 5.0e+22 cm^-3
Worked case at 1200 K
  k_B T: 0.1034 eV
  D: 6.879 cm^2/s
  h: 6.879 cm/s; k: 1.907 cm/s
  1/h: 0.1454 s/cm; 1/k: 0.5245 s/cm
  total resistance: 0.6698 s/cm
  C_g: 6.116e+15 cm^-3; C_s: 4.789e+15 cm^-3
  flux: 9.131e+15 cm^-2 s^-1
  growth rate: 1.826 nm/s = 0.1096 um/min
At 1000 K: k 0.0864 cm/s, h 5.000 cm/s
  C_s/C_g = reaction share: 0.9830
  growth rate: 0.1246 nm/s
  limits: reaction 0.1268, transport 7.3389 nm/s
  G change, delta +10%: -0.17 %
  k_B T: 0.0862 eV; E_app: 1.489 eV
At 1200 K: k 1.9068 cm/s, h 6.879 cm/s
  C_s/C_g = reaction share: 0.7830
  growth rate: 1.8261 nm/s
  limits: reaction 2.3323, transport 8.4143 nm/s
  G change, delta +10%: -2.12 %
  k_B T: 0.1034 eV; E_app: 1.189 eV
At 1600 K: k 91.2477 cm/s, h 11.381 cm/s
  C_s/C_g = reaction share: 0.1109
  growth rate: 9.2827 nm/s
  limits: reaction 83.7077, transport 10.4405 nm/s
  G change, delta +10%: -8.17 %
  k_B T: 0.1379 eV; E_app: 0.254 eV
Equal resistances at: 1324.7 K
  k = h: 8.178 cm/s
  C_s/C_g: 0.5000
  growth rate: 4.531 nm/s
Two-thickness test at 1200 K: 0.5 and 2.0 cm
  growth rates: 2.0484, 1.5005 nm/s
  recovered k: 1.907 cm/s; D: 6.879 cm^2/s
Transient at 1200 K: mu 1.7297, tau 0.0486 s
  upper bound of tau: 0.0589 s
  flux deficit after 10 tau: 6.1e-05
  thickness grown in tau: 0.089 nm
  G/h: 2.7e-08
Flux change, nu=0, y=0.001: 0.019 %
Flux change, nu=0, y=0.100: 1.991 %
Flux change, nu=3, y=0.001: -0.039 %
Flux change, nu=3, y=0.100: -3.664 %
checks complete
```
